# Steady Length of Anodic Nanotubes with an External Diffusion Layer, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: transport resistances and a rate equation

### The tube without an outer layer

An array of straight, parallel tubes grows by anodic oxidation of a metal. At the closed end, the base, metal is turned into tube wall, and part of it is dissolved so that the pore stays open. At the open end, the mouth, the finished wall dissolves. The dissolving agent is fluoride. Suppose first that the electrolyte is so well stirred that fluoride has its bulk concentration $c_b$ right at the mouth, and that the base uses up every fluoride ion that reaches it, so that the concentration there is zero.

Let $L$ be the tube length, $p$ the fraction of the projected area that is open pore, and $D$ the diffusivity of fluoride. In a steady profile without sources along the pore the concentration is a straight line, with slope $c_b/L$. The flux per unit pore area is $Dc_b/L$. Only the fraction $p$ of the area carries it, so per unit projected area the supply is

$$\frac{pDc_b}{L}.$$

From here on every flux is taken per unit projected area unless stated otherwise, and is positive toward the base.

Let $s_b$ be the amount of fluoride used at the base per unit projected area and per unit length of tube formed. It has the unit of a concentration. If $g$ is the length of tube formed at the base per unit time, the base uses fluoride at the rate $s_bg$. Equating use and supply gives

$$g=\frac{pDc_b}{s_bL}=\frac{K}{L},\qquad K\equiv\frac{pDc_b}{s_b}.$$

The mouth removes length at the constant rate $v$. The length therefore changes at the rate $K/L-v$. A short tube grows because its supply path is short, and a long one shrinks. The two rates balance at

$$L=\frac{K}{v}.$$

This is the whole mechanism: formation slows as the path lengthens, dissolution does not, and the length settles where they meet. The length is steady, but the tube is not at rest in the metal. New tube is still formed at the rate $v$, and metal is still consumed.

### Adding the layer and the second consumer

In a real bath a stagnant layer of thickness $\delta$ lies outside the mouths, and fluoride must diffuse through it. I take $\delta$ as fixed relative to the mouth, the bulk concentration as held at the outer edge of the layer, and the diffusivity as the same in layer and pore. The pores are taken to be narrow and closely spaced compared with $\delta$, so that the layer can be treated as one-dimensional over the full projected area.

The concentration at the mouth is now an unknown, $c_m<c_b$. The argument for the pore is unchanged except that $c_m$ replaces $c_b$:

$$s_bg=\frac{pDc_m}{L}.\tag{1}$$

The layer has to feed the base, but not the base alone. Dissolving the wall at the mouth also uses fluoride. Let $s_m$ be the amount used there per unit projected area and unit length of tube dissolved. The mouth then takes up $s_mv$, and this fluoride crosses the layer without entering the pore. The balance at the mouth is

$$\frac{D(c_b-c_m)}{\delta}=s_bg+s_mv.\tag{2}$$

To eliminate $c_m$, solve (1) for it,

$$c_m=\frac{s_bgL}{pD},$$

and solve (2) for the difference,

$$c_b-c_m=\frac{\delta}{D}\,(s_bg+s_mv).$$

Adding the two removes $c_m$:

$$c_b=\frac{s_bgL}{pD}+\frac{\delta s_bg}{D}+\frac{\delta s_mv}{D}.$$

Multiply by $pD/s_b$, which turns the left side into $K$:

$$K=gL+p\delta\,g+p\delta\,\frac{s_m}{s_b}\,v.$$

With the abbreviations

$$\lambda\equiv p\delta,\qquad r\equiv\frac{s_m}{s_b},\qquad K'\equiv K-\lambda rv,$$

the rate of formation is

$$g=\frac{K'}{L+\lambda}.\tag{3}$$

The layer acts in two ways. It lengthens the path by $\lambda$, which is smaller than $\delta$ because the full area conducts outside and only the fraction $p$ inside. It also lowers $K$ to $K'$, because the mouth's uptake draws down the concentration before the pore is reached. The second effect is absent if the mouth dissolves without taking fluoride from the layer, $r=0$.

### When a steady profile may be used

Equations (1) and (2) use straight-line profiles while $L$ is changing. This is justified if diffusion smooths the profile much faster than the length changes. The pore profile relaxes in a time of order $L^2/D$. During growth the length changes no faster than $g$, so it takes at least $L/g$ to change appreciably. The ratio of the two times is, by (1),

$$\frac{L^2/D}{L/g}=\frac{Lg}{D}=\frac{pc_m}{s_b}\le\frac{pc_b}{s_b}.$$

The length has dropped out. What matters is the fluoride stored in the pore liquid compared with the fluoride needed to build the same length of tube.

For the layer, the relaxation time is of order $\delta^2/D$, and the quantity that drives its change is $L+\lambda$, whose relative rate of change during growth is at most $g/(L+\lambda)$. By (3) this is at most $K/\lambda^2$. The product is

$$\frac{\delta^2}{D}\,\frac{K}{p^2\delta^2}=\frac{K}{p^2D}=\frac{c_b}{ps_b}.$$

Both ratios are small if $c_b\ll ps_b$, that is, if the liquid is dilute compared with the fluoride demand of the tube and the pore fraction is not too small.

### Steady length, threshold and stability

The length obeys

$$\frac{dL}{dt}=g-v=\frac{K'}{L+\lambda}-v.\tag{4}$$

Setting the right side to zero gives $L+\lambda=K'/v$. Inserting $K'=K-\lambda rv$,

$$L_\infty=\frac{K}{v}-\lambda r-\lambda=\frac{K}{v}-\lambda(1+r).\tag{5}$$

A length must be positive, so (5) requires

$$v<v_c\equiv\frac{K}{\lambda(1+r)}.\tag{6}$$

The claim that the tube approaches a finite length thus holds under a condition. For $v<v_c$ we have $K'=K-\lambda rv>\lambda v>0$, so the right side of (4) falls steadily with $L$: it is positive below $L_\infty$ and negative above. The steady length is then reached from either side. For $v\ge v_c$ the right side at $L=0$ is $[K-\lambda(1+r)v]/\lambda\le0$, and it is negative for every positive $L$. Any tube that exists shrinks away. If $v$ even exceeds $K/(\lambda r)$, then $K'$ is negative and (1) would demand a negative $c_m$. The layer cannot then supply the mouth alone, and a constant dissolution rate is no longer a consistent premise.

The mouth concentration in the steady state follows from (1) with $g=v$:

$$\frac{c_m}{c_b}=\frac{s_bvL_\infty}{pDc_b}=\frac{vL_\infty}{K}.\tag{7}$$

It also sets the sensitivity of the length. With $K$, $\lambda$ and $r$ held fixed, (5) gives $dL_\infty/dv=-K/v^2$, so

$$\frac{v}{L_\infty}\frac{dL_\infty}{dv}=-\frac{K}{vL_\infty}=-\frac{c_b}{c_m}.$$

The more the mouth is depleted, the more strongly the length reacts to the dissolution rate.

### The approach in time

Let $y=L+\lambda$ and $y_\infty=K'/v$, and write $y=y_\infty u$. Since $\lambda$ is constant, (4) becomes

$$y_\infty\frac{du}{dt}=\frac{K'}{y_\infty u}-v=v\left(\frac1u-1\right).$$

Dividing by $v$ shows that the natural unit of time is

$$T=\frac{y_\infty}{v}=\frac{K'}{v^2},$$

and with $\tau=t/T$

$$\frac{du}{d\tau}=\frac{1-u}{u}.$$

Separate the variables and use $u/(1-u)=-1+1/(1-u)$. For a start at $u_0<1$,

$$\tau=\int_{u_0}^{u}\left(-1+\frac{1}{1-u'}\right)du'=u_0-u-\ln\frac{1-u}{1-u_0}.\tag{8}$$

To solve for $u$, move $u_0-u$ to the left, change the sign and exponentiate:

$$(1-u)\,e^{u}=(1-u_0)\,e^{u_0-\tau}.$$

Multiplying by $-e^{-1}$ gives

$$(u-1)e^{u-1}=(u_0-1)e^{u_0-1-\tau}.$$

The Lambert function $W$ is defined by $W(x)e^{W(x)}=x$. As $u-1$ lies between $-1$ and $0$, the principal branch $W_0$ applies:

$$u=1+W_0\!\left[(u_0-1)e^{u_0-1-\tau}\right],\qquad L=\frac{K'}{v}\,u-\lambda.\tag{9}$$

Two limits show the content. Near the end, set $u=1-\eta$ with small $\eta$. Then $d\eta/d\tau=-\eta/(1-\eta)\approx-\eta$, so the missing length decays as $e^{-t/T}$. At the beginning, without a layer and from $L=0$, we have $u_0=0$ and $-u-\ln(1-u)\approx u^2/2$. With $u=vL/K$ and $\tau=v^2t/K$ this reads $L^2\approx2Kt$, the parabolic law. With a layer the start is linear instead, with slope $K'/\lambda-v$, because the layer resists even when the tube has no length.

### Numbers for titania nanotubes

The inputs are rough typical values for titania nanotubes in a glycol-based fluoride bath: $p=0.40$, $D=1.0\times10^{-6}$ cm²/s, $c_b=0.20$ mol/L, $\delta=30$ μm, $v=2.0$ μm/h. A metal thickness of 0.70 is consumed per unit tube length. The molar volumes are 10.6 cm³/mol for the metal and 21.0 cm³/mol for the oxide.

Stoichiometry fixes $s_b$ and $s_m$. Per unit projected area and tube length, the titanium consumed is $0.70/10.6=0.06604$ mol/cm³. The wall fills the fraction $1-p$ and keeps $0.60/21.0=0.02857$ mol/cm³. The difference, 0.03747 mol/cm³, dissolves at the base. Each dissolved titanium leaves as $\mathrm{TiF_6^{2-}}$ and takes six fluorides, so

$$s_b=6\times0.03747=0.2248,\qquad s_m=6\times0.02857=0.1714\ \text{mol/cm}^3,$$

and $r=0.763$. The mouth thus consumes about three quarters as much as the base per unit length. With $D=3.6\times10^5$ μm²/h and $c_b=2.0\times10^{-4}$ mol/cm³,

$$K=\frac{0.40\times3.6\times10^5\times2.0\times10^{-4}}{0.2248}=128.1\ \text{μm}^2/\text{h}.$$

The layer gives $\lambda=0.40\times30=12.0$ μm. Without it the length would be $128.1/2.0=64.1$ μm. The added path alone reduces this to 52.1 μm, and the mouth's uptake reduces it further to

$$L_\infty=64.1-12.0\times1.763=42.9\ \text{μm}=0.00429\ \text{cm}.$$

The mouth concentration is $0.670\,c_b$, so a one percent rise in $v$ shortens the tube by about 1.5 percent. Tubes survive up to $v_c=6.06$ μm/h.

For the time course, $K'=128.1-12.0\times0.763\times2.0=109.8$ μm²/h and $T=109.8/4.0=27.5$ h. Starting from zero length, the net rate is $109.8/12.0-2.0=7.15$ μm/h. Equation (9) then gives 5.4 μm after 1 h, 16.4 μm after 5 h, 23.5 μm after 10 h, 33.1 μm after 24 h, 39.3 μm after 48 h and 42.3 μm after 96 h.

At 95 percent of $L_\infty$ the remaining fraction is $1-u=0.05(1-u_0)$, and (8) becomes $\tau=\ln20-0.95(1-u_0)$. With $u_0=12.0/54.9=0.219$ this is 2.25, or about 62 h. By then the base has formed the standing length and all the length lost at the mouth. The metal consumed is $0.70\,(0.95\times42.9+2.0\times61.9)=115$ μm, and the consumption then tends to its steady value of 1.40 μm per hour. A foil thinner than this is used up before the length has settled.

## Second derivation: the stationary state of the moving-boundary problem

### Symbols and results carried over

The tube has length $L$ and pore fraction $p$; its mouth dissolves at constant rate $v$, and its base forms length at rate $g$. Fluoride with diffusivity $D$ comes from a bulk at concentration $c_b$ through a layer of thickness $\delta$. Per unit projected area and tube length, the base uses $s_b$ and the mouth $s_m=rs_b$. With $K=pDc_b/s_b$ and $\lambda=p\delta$, the first derivation gave $L_\infty=K/v-\lambda(1+r)$ for $v<v_c=K/[\lambda(1+r)]$, approached with time constant $T=(K-\lambda rv)/v^2$. In the example $K=128.1$ μm²/h, $\lambda=12.0$ μm, $r=0.763$, $v=2.0$ μm/h, $L_\infty=42.9$ μm and $T=27.5$ h.

### The full problem

The second route does not assume that the profile keeps up with the growing tube. It begins with the time-dependent diffusion equation and asks which states do not change.

Choose the frame in which the base is at rest at $x=0$. The mouth is at $x=L(t)$, and the layer ends at $x=L(t)+\delta$. In this frame the pore liquid has no mean flow. It is incompressible, it fills a channel of constant cross-section, and no net volume is taken to pass through the base, so its mean velocity is zero at $x=0$ and hence everywhere in the pore. Diffusion then acts alone:

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.\tag{10}$$

I use the same equation in the layer. This neglects the volume released by the dissolving wall, which could drive a flow of at most about $(1-p)v=1.2$ μm/h in the steady state. Over 30 μm its effect relative to diffusion is $1.2\times30/(3.6\times10^5)=10^{-4}$.

The conditions at the boundaries are

$$c(0,t)=0,\qquad pD\left.\frac{\partial c}{\partial x}\right|_{0}=s_bg,\qquad c(L+\delta,t)=c_b,\tag{11}$$

and at the mouth, where $c$ is continuous,

$$D\left.\frac{\partial c}{\partial x}\right|_{L^+}=pD\left.\frac{\partial c}{\partial x}\right|_{L^-}+s_mv.\tag{12}$$

The signs follow from the direction of $x$. Concentration rises with $x$, so a positive slope means transport toward the base. Equation (12) says that what arrives through the layer either enters the pores or is used at the mouth. While the mouth moves, it also sweeps over liquid whose accessible area changes from one to $p$. That term is of order $c\,dL/dt$, small compared with $s_mv$ or $s_bg$ in a dilute bath, and is omitted. It vanishes when $L$ is constant. The length obeys $dL/dt=g-v$.

### The stationary state

If nothing changes in this frame, $dL/dt=0$ and therefore $g=v$. This fixes the fluxes before any concentration is known: the base must use $s_bv$, and the layer must carry $(s_b+s_m)v$. Equation (10) reduces to $\partial^2c/\partial x^2=0$, so the profile is straight in each region. By (11) and (12) the slopes are

$$\text{pore: }\frac{s_bv}{pD},\qquad\text{layer: }\frac{(s_b+s_m)v}{D}.$$

Going from the base, where $c=0$, to the outer edge, where $c=c_b$, the two rises must add up to $c_b$:

$$c_b=\frac{s_bv}{pD}\,L+\frac{(s_b+s_m)v}{D}\,\delta.\tag{13}$$

Multiplying by $pD/(s_bv)$ gives

$$\frac{K}{v}=L+p\delta\left(1+\frac{s_m}{s_b}\right)=L+\lambda(1+r),$$

which is the earlier result. Equation (13) reads as a budget. The bulk concentration is all there is to spend; the layer takes its share first, and the tube becomes as long as the remainder allows. If the layer's share reaches $c_b$, nothing remains for the tube, and this is the condition $v=v_c$.

The budget also shows why the layer costs more than its resistance to the base's supply. In the steady state all the titanium consumed is finally dissolved, either at the base or later at the mouth, so the layer carries fluoride for all of it: $6\times0.06604=0.396$ mol/cm³, which equals $s_b+s_m$.

The rate equation and the stationary state of the moving-boundary problem give the same steady length, $L_\infty=K/v-\lambda(1+r)$, which exists only for $v<v_c$. It remains to show how the two problems are related, what changes when the premises are given up, and how the example compares with real nanotubes.

Numbers in the example were calculated in double precision.
